# Fixed-Angle Fluorescence Intensities Do Not Fix the Order of Thin Layers

A fluorescence analysis of a two-layer metal film needs a layer sequence before it can return thicknesses. Suppose the nickel and titanium intensities have been measured at one beam angle and one detector angle, and the model "nickel on titanium" fits both. The analyst must decide whether that fit may be reported as evidence for the sequence, or whether the sequence was merely put in by hand.

The belief that the fit is evidence has a sound physical root. An upper film weakens the beam before it reaches the lower film, and it absorbs some of the fluorescence coming back. The lower element therefore looks weaker than it would on top, and a calculation with the layers exchanged gives different intensities. What this overlooks is the size of the difference and the freedom of the fit. For thin films the difference is of second order in areal density, and small changes of thickness can absorb it completely.

## What is measured

Let \(n\) and \(t\) be the areal densities of nickel and titanium, in mass per area. The films are uniform and lie on silicon. A monochromatic beam enters at angle \(\phi\) and fluorescence leaves at angle \(\psi\), both measured from the surface and far above the angles of total reflection.

A photon crossing areal density \(m\) at angle \(\phi\) travels through \(m/\sin\phi\) along its path. Each unit of film \(j\) lying above an emitter of line \(i\) therefore contributes to the attenuation exponent

\[
\chi_{ij}=\frac{\mu_j(\text{beam})}{\sin\phi}+\frac{\mu_j(\text{line }i)}{\sin\psi},
\]

where \(\mu_j\) is the mass attenuation coefficient. The first index names the line and the second the absorbing film, with N for nickel and T for titanium.

Divide each measured intensity by its sensitivity, the signal per areal density of a vanishingly thin film. The result \(I_i\) is an apparent areal density. With direct excitation alone, any depth profile gives

\[
I_i=\int dm_i\,\exp\Big(-\sum_j\chi_{ij}M_j\Big),
\]

where \(M_j\) is the mass per area of \(j\) above the emitting element. Since \(0\le 1-e^{-x}\le x\) for \(x\ge0\), and \(M_j\) cannot exceed the total \(m_j\),

\[
0\le m_i-I_i\le m_i\sum_j\chi_{ij}m_j .
\]

The right side is of second order. To first order, then, \(I_N=n\) and \(I_T=t\) whatever the depth profile. The layer order does not appear.

## The effect of an exchange

The second-order term follows from the two sequences. With nickel on top, nickel is attenuated only by itself, while titanium also lies beneath all the nickel:

\[
I_N=\int_0^n e^{-\chi_{NN}m}dm=\frac{1-e^{-\chi_{NN}n}}{\chi_{NN}},
\qquad
I_T=e^{-\chi_{TN}n}\,\frac{1-e^{-\chi_{TT}t}}{\chi_{TT}} .
\]

With titanium on top, the factor \(e^{-\chi_{TN}n}\) disappears from \(I_T\), and \(I_N\) acquires a factor \(e^{-\chi_{NT}t}\). At fixed \(n\) and \(t\) the exchange changes the intensities by

\[
\Delta I_T=I_T\left(e^{\chi_{TN}n}-1\right)\simeq\chi_{TN}\,nt,
\qquad
\Delta I_N=I_N\left(e^{-\chi_{NT}t}-1\right)\simeq-\chi_{NT}\,nt .
\]

Both are products of two areal densities. Titanium gains because its cover has gone, and nickel loses because it is now covered.

Take 50 nm of nickel and 20 nm of titanium, with densities 8.9 and 4.5 g/cm³. Then \(n=44.5\) and \(t=9.0\) µg/cm². The beam energy is 17.4 keV and both angles are 45°. Nickel attenuates the beam with 47 cm²/g and the titanium line with 240 cm²/g; titanium attenuates the beam with 23 cm²/g and the nickel line with 240 cm²/g. Hence

\[
\chi_{TN}=\frac{47+240}{\sin45^\circ}=405.9\ \text{cm}^2/\text{g},
\qquad
\chi_{NT}=\frac{23+240}{\sin45^\circ}=371.9\ \text{cm}^2/\text{g}.
\]

The exponents are \(\chi_{TN}n=0.0181\) and \(\chi_{NT}t=0.0033\). Exchange raises the titanium intensity by 1.82% and lowers the nickel intensity by 0.33%, each relative to its value with nickel on top. When both areal densities are reduced tenfold, direct summation over thin slices gives changes that scale with powers 1.998 for nickel and 1.996 for titanium, close to the expected 2.

## The reversed stack that fits

A change of 1.82% may well be measurable. It reveals the order if the areal densities are already known well enough. In a thickness measurement they are the unknowns, so the question is whether a reversed stack with other values \(n'\) and \(t'\) gives the same two intensities.

Put titanium on top and require

\[
I_T=\frac{1-e^{-\chi_{TT}t'}}{\chi_{TT}},
\qquad
I_N=e^{-\chi_{NT}t'}\,\frac{1-e^{-\chi_{NN}n'}}{\chi_{NN}} .
\]

The first equation contains only \(t'\). Isolating the exponential and taking the logarithm gives \(t'\), after which the second equation gives \(n'\):

\[
t'=-\frac{\ln(1-\chi_{TT}I_T)}{\chi_{TT}},
\qquad
n'=-\frac{\ln\left(1-\chi_{NN}I_N\,e^{\chi_{NT}t'}\right)}{\chi_{NN}} .
\]

The first logarithm exists, because \(\chi_{TT}I_T=e^{-\chi_{TN}n}(1-e^{-\chi_{TT}t})<1\). The second requires \(\chi_{NN}I_Ne^{\chi_{NT}t'}<1\), which holds when both films are thin, because \(\chi_{NN}I_N\) is then small and the exponential is close to 1. Within this absorption model the reversed stack reproduces both intensities exactly, not just to first order.

To see how far the thicknesses move, expand the titanium condition to second order:

\[
t\left(1-\chi_{TN}n-\tfrac12\chi_{TT}t\right)\simeq t'\left(1-\tfrac12\chi_{TT}t'\right).
\]

As \(t'-t\) is itself of second order, the self-absorption terms differ only at third order and cancel here. The nickel condition works in the same way:

\[
t'\simeq t(1-\chi_{TN}n),\qquad n'\simeq n(1+\chi_{NT}t).
\]

For the example these give \(20(1-0.0181)=19.64\) nm of titanium and \(50(1+0.0033)=50.17\) nm of nickel. The full formulas give the same values to this precision. So 50 nm of nickel on 20 nm of titanium, and 19.64 nm of titanium on 50.17 nm of nickel, have the same two intensities at these angles. Longer counting cannot separate them, since there is no difference to count. An independent titanium thickness would have to be trusted to better than about 0.36 nm, with the sensitivity calibration equally good, before this measurement could decide.

Nor are these two sequences the only candidates. In a fully mixed film, the nickel above a titanium atom averages \(n/2\) instead of \(n\). At fixed areal densities the titanium intensity should then rise by about \(\chi_{TN}n/2\) relative to nickel on top. With direct excitation alone the computed rise is 0.91%, half the effect of a full exchange.

## Where the ambiguity ends

**Thick films.** The condition on the second logarithm can fail, and so can its counterpart when the true stack has titanium on top. Take 5 µm of titanium on 20 µm of nickel, at the same angles. If nickel is assumed to be on top, its intensity alone fixes its thickness at 3.84 µm. With direct excitation alone, even infinitely thick titanium beneath that nickel could supply at most

\[
I_T^{\max}=\frac{e^{-\chi_{TN}n'}}{\chi_{TT}}=1328\ \text{µg/cm}^2,
\]

whereas the true stack gives 1835 µg/cm². The reversed sequence is excluded. Titanium fluorescence excited by nickel radiation, treated below for the thin films, does not rescue it: it adds more to the true stack than to this limit. The ambiguity thus belongs to sufficiently thin films and is not a law for all pairs of layers.

**A second angle.** Return to the thin example and keep the beam at 45°. Let \(R_T(\psi)\) be the logarithm of the titanium intensity of the fitted reversed stack divided by that of the true stack. To leading order,

\[
R_T(\psi)=\ln\frac{t'}{t}+\chi_{TN}(\psi)\,n .
\]

The fit makes this zero at the first take-off angle \(\psi_1\), so \(\ln(t'/t)=-\chi_{TN}(\psi_1)n\). At a second angle \(\psi_2\) the beam terms cancel, leaving

\[
R_T(\psi_2)=\mu_N(\text{Ti line})\left(\frac1{\sin\psi_2}-\frac1{\sin\psi_1}\right)n .
\]

For nickel the true stack has no cover and the reversed one does. The same argument gives

\[
R_N(\psi_2)=-\mu_T(\text{Ni line})\left(\frac1{\sin\psi_2}-\frac1{\sin\psi_1}\right)t .
\]

For \(\psi_2=10^\circ\) these leading formulas give \(+0.0464\) and \(-0.0094\); the full absorption model gives \(+0.0464\) and \(-0.0092\). The titanium-to-nickel intensity ratio of the reversed stack is therefore 5.7% too high. A geometry factor common to both lines drops out of this ratio. The second angle can decide between the two orders if the calibration errors of the ratio at the two angles, taken together, stay clearly below 5.7%. Errors of 2.8% in opposite directions would already hide the difference. A fully mixed film fitted at the first angle misses the second-angle ratio by only 2.8%, so ruling it out takes a tighter calibration.

## Effects left out of the absorption model

Nickel K radiation can ionize the titanium K shell, so titanium receives some secondary excitation. Let \(x\) and \(y\) be the areal-density distances of a nickel source and a titanium absorber from their common interface. The optical distance between them along the normal is \(D=\mu_N(\text{Ni line})x+\mu_T(\text{Ni line})y\). Half of the isotropic emission goes towards the titanium film. At direction cosine \(u\), both the attenuation exponent and the path through the absorber grow by \(1/u\), so the transfer is governed by

\[
\frac12\int_0^1\frac{du}{u}\,e^{-D/u}=\frac12E_1(D).
\]

For small \(D\), \(E_1(D)\) grows as \(-\ln D\). Integrated over both films, the contribution is of order \(nt\) times a logarithm, which still vanishes faster than first order. Its leading part depends on distances from the interface alone, and these survive an exchange. The order enters through the attenuation of the incoming beam and the outgoing titanium line, which costs one more power of areal density.

With 0.36 nickel K photons per absorbed beam photon, this enhancement is 2.2% of the direct titanium signal, larger than the 1.82% exchange effect. Yet exchange alters it by only 0.033% of the direct signal. Repeating the reversed fit with enhancement included again gives 50.17 nm of nickel and 19.64 nm of titanium, and the second-angle mismatch remains 5.7%.

Silicon also scatters beam photons back into the films. For single isotropic scattering, with attenuation coefficient 6.4 cm²/g and scattering coefficient 0.3 cm²/g, this adds 1.5% to the direct excitation. Moving titanium to the top places nickel between it and the silicon, which lowers this scattered excitation by \(0.028\%\) of the direct excitation. The titanium line so excited also loses its nickel cover on the way out, which returns about \(0.022\%\), so the net change of the titanium signal is below \(0.01\%\).

Reflection is small at the chosen angles. A free-electron estimate gives a critical angle \(\theta_c=0.75^\circ\) for the titanium line in nickel. Far above it, the surface reflection amplitude is about \(\theta_c^2/(4\sin^2\psi)\), and interference can alter an intensity by about twice that: 0.29% at 10° and 0.017% at 45°. Near \(\theta_c\) the attenuation model used here no longer applies.

## Reading the numbers for a real film

The example lies in the regime of a nickel film on a titanium adhesion layer, excited near the molybdenum K line. Its densities, attenuation coefficients, photon fraction and scattering coefficient are rough typical values. To leading order the exchange effect is proportional to \(\chi_{TN}\), so a 10% error in that coefficient moves the 1.82% by about 0.18 percentage points. Real interfaces may be mixed. Complete mixing would halve the titanium shift if only direct excitation counted, but it also brings nickel and titanium atoms closer together and so strengthens the fluorescence excited by nickel. With that included, the titanium intensity of the mixed film lies about 1.2% above that of nickel on top, nearly two thirds of the exchange effect. Roughness, incomplete coverage, a polychromatic beam and detector background are not included and would need their own estimates before a difference of this size was interpreted.

For thin films measured at one pair of angles with one K line per element, the sequence should therefore be reported as an assumption of the fit, unless further evidence, such as independent thicknesses, a second angle, a second beam energy or a more strongly absorbed line, supports it. The last needs no change of geometry. The nickel L line near 0.85 keV is attenuated in titanium with several thousand cm²/g; for rough values of 6000 to 8000 cm²/g the fitted reversed stack gives it 7 to 9% weaker at the same angles, provided the instrument can measure so soft a line. Each of these helps only if its calibration is finer than the difference it must reveal. The computed values are collected in the numerical output.

## Table of computed values

```
beam energy: 17.4 keV
beam angle: 45 deg
first take-off angle: 45 deg
second take-off angle: 10 deg
Ni: density 8.9 g/cm3; mu at beam, Ni line, Ti line: 47, 60, 240 cm2/g
Ti: density 4.5 g/cm3; mu at beam, Ni line, Ti line: 23, 240, 110 cm2/g
Ni thickness: 50 nm
Ti thickness: 20 nm
Ni areal density n: 44.5 ug/cm2
Ti areal density t: 9 ug/cm2
chi_NN, chi_NT, chi_TN, chi_TT: 151.3, 371.9, 405.9, 188.1 cm2/g
Ni on top: I_Ni, I_Ti = 44.3505, 8.8314 ug/cm2
Ti on top: I_Ni, I_Ti = 44.2023, 8.9924 ug/cm2
I_Ni change on exchange: -0.334 %
I_Ti change on exchange: +1.823 %
I_Ti change, Ni-on-top to mixed: +0.909 %
scaling power of change, Ni and Ti: 1.9980, 1.9961
reversed fit, Ni: 50.165 nm
reversed fit, Ti: 19.642 nm
largest relative intensity mismatch of fit: 4.8e-13
second angle, ln ratio reversed/true, Ni: -0.00924
second angle, ln ratio reversed/true, Ti: +0.04644
leading formula for these, Ni and Ti: -0.00938, +0.04640
second angle, Ti/Ni ratio mismatch: +5.73 %
thick case, Ti on top: 5 um
thick case, Ni below: 20 um
thick case, Ni needed in reversed stack: 3.84 um
thick case, observed I_Ti: 1834.5 ug/cm2
thick case, largest reversed I_Ti: 1328.1 ug/cm2
Ni K photon fraction: 0.36
enhancement of Ti by Ni: 2.190 % of primary
exchange change of enhancement: +0.0328 % of primary
quadrature shift of enhancement, 40 to 80 points: 3.6e-15
reversed fit with enhancement, Ni: 50.165 nm
reversed fit with enhancement, Ti: 19.641 nm
second-angle Ti/Ni mismatch with enhancement: +5.72 %
Si mu and scattering coefficient: 6.4, 0.3 cm2/g
Si scattering contribution: 1.46 % of direct
exchange change of Si scattering for Ti: -0.0280 % of direct
critical angle in Ni, beam: 0.20 deg
critical angle in Ni, Ti line: 0.75 deg
interference bound at first take-off angle: 0.017 %
interference bound at second take-off angle: 0.287 %
```
